# El-Sayed's Rule from One-Centre Orbital Angular Momentum Matrix Elements

**Q:** El-Sayed's rule says that a singlet and a triplet couple strongly through spin-orbit interaction when the orbital type changes, as between nπ\* and ππ\*, and weakly otherwise. That sounds like a pattern read off from data. What is there to derive?

**A:** A matrix element. Take the one-electron spin-orbit operator

\[
H_{\rm so}=\sum_{k=x,y,z} h^k s_k,\qquad h^k=\sum_A \xi_A(r_A)\,l_{A,k},
\]

summed over the electrons. Here \(r_A\) is the distance from nucleus \(A\), \(\mathbf l_A=-i\,\mathbf r_A\times\nabla\) is the orbital angular momentum about that nucleus, and \(\mathbf l,\mathbf s\) are in units of \(\hbar\). For a bare nucleus of charge \(Z_A\), in atomic units, \(\xi_A=\alpha^2Z_A/(2r_A^3)\), with \(\alpha\) the fine-structure constant.

The states are single excitations from a closed-shell determinant \(|0\rangle\), built from one common set of real orbitals. The question is which pairs of such states \(H_{\rm so}\) connects, and how strongly.

**Q:** These are many-electron states. Why should a statement about single orbitals survive the spin algebra?

**A:** Let \(i,j\) be occupied and \(a,b\) empty orbitals, and let an orbital letter with a spin index denote its annihilation operator. With the Pauli matrices \(\sigma_k\), the normalised states are

\[
|S_{ia}\rangle=\tfrac1{\sqrt2}\sum_\rho a^\dagger_\rho i_\rho|0\rangle,\qquad
|T^k_{jb}\rangle=\tfrac1{\sqrt2}\sum_{\sigma\tau}(\sigma_k)_{\sigma\tau}\,b^\dagger_\sigma j_\tau|0\rangle .
\]

Since \(s_k=\sigma_k/2\), the operator is

\[
H_{\rm so}=\tfrac12\sum_{k'}\sum_{pq}h^{k'}_{pq}\sum_{\mu\nu}(\sigma_{k'})_{\mu\nu}\,p^\dagger_\mu q_\nu .
\]

Move it through the excitation operator with the commutator

\[
[p^\dagger_\mu q_\nu,\;b^\dagger_\sigma j_\tau]=\delta_{qb}\delta_{\nu\sigma}\,p^\dagger_\mu j_\tau-\delta_{pj}\delta_{\mu\tau}\,b^\dagger_\sigma q_\nu .
\]

The remainder, \(b^\dagger_\sigma j_\tau H_{\rm so}|0\rangle\), gives nothing. The part of \(H_{\rm so}|0\rangle\) along \(|0\rangle\) is proportional to \(\mathrm{Tr}\,\sigma_{k'}=0\), and its singly excited part becomes doubly excited or zero.

Now project on \(\langle S_{ia}|\). The first commutator term survives for \(p=a\), \(i=j\), \(\mu=\tau=\rho\). The second survives for \(a=b\), \(q=i\), \(\sigma=\nu=\rho\). Therefore

\[
\langle S_{ia}|H_{\rm so}|T^k_{jb}\rangle=\tfrac14\sum_{k'}\left(\delta_{ij}h^{k'}_{ab}-\delta_{ab}h^{k'}_{ji}\right)\mathrm{Tr}(\sigma_{k'}\sigma_k).
\]

The factor \(\tfrac14\) is \(\tfrac1{\sqrt2}\cdot\tfrac1{\sqrt2}\cdot\tfrac12\). With \(\mathrm{Tr}(\sigma_{k'}\sigma_k)=2\delta_{kk'}\),

\[
\boxed{\langle S_{ia}|H_{\rm so}|T^k_{jb}\rangle=\tfrac12\left(\delta_{ij}h^k_{ab}-\delta_{ab}h^k_{ji}\right)}
\]

The minus sign belongs to the hole: when the hole moves from \(j\) to \(i\), an electron moves from \(i\) to \(j\). This formula was tested against explicit many-electron matrices with random integrals.

**Q:** Then what happens between the singlet and the triplet of the same configuration, say ¹nπ\* and ³nπ\*? Both deltas are one there.

**A:** Both terms are then diagonal elements, and these vanish. For real orbitals \(\mathbf l=-i\,\mathbf r\times\nabla\) has purely imaginary elements. Since \(h^k\) is also Hermitian,

\[
h^k_{pq}=(h^k_{qp})^*=-h^k_{qp}\quad\Rightarrow\quad h^k_{pp}=0 .
\]

So \(\tfrac12(h^k_{aa}-h^k_{ii})=0\). This needs no assumption about atoms or orbital types, but it does need the same real orbitals in both states.

If both the hole and the particle differ, both deltas are zero and the coupling vanishes too. What remains is a change of the hole alone or of the particle alone. For ¹nπ\* and ³ππ\* with a common π\*, set \(i={\rm n}\), \(j=\pi\), \(a=b=\pi^*\):

\[
\langle {}^1{\rm n}\pi^*|H_{\rm so}|{}^3\pi\pi^*,k\rangle=-\tfrac12h^k_{\pi{\rm n}}=\tfrac12h^k_{{\rm n}\pi}.
\]

The π\* electron is a spectator. The coupling is carried by the hole, which passes between n and π.

**Q:** You use triplet components labelled \(x,y,z\). Would components labelled by \(M_s\) give a different strength?

**A:** Individual elements change, but their summed square does not. With \(T_{+1}=b^\dagger_\alpha j_\beta|0\rangle\) and \(T_{-1}=b^\dagger_\beta j_\alpha|0\rangle\), the Pauli matrices give

\[
T^x=\tfrac{1}{\sqrt2}(T_{+1}+T_{-1}),\qquad T^y=\tfrac{-i}{\sqrt2}(T_{+1}-T_{-1}),\qquad T^z=T_0 .
\]

This is a unitary change of basis, so \(\sum|\langle S|H_{\rm so}|T\rangle|^2\) over the three components is the same in both. I shall quote the square root of that sum and call it \(|\mathbf V|\).

**Q:** So far nothing distinguishes n from π. Where does orbital type enter?

**A:** Through what \(\mathbf l\) does to a p orbital. Write a p orbital on one atom, pointing along the unit vector \(\mathbf v\), as \(p_{\mathbf v}=(\mathbf v\cdot\mathbf r)f(r)\). The gradient of \(f(r)\) is parallel to \(\mathbf r\), so \(\mathbf r\times\nabla f=0\) and \(\mathbf l\) acts on the angular factor alone:

\[
\mathbf l\,p_{\mathbf v}=-i f(r)\,\mathbf r\times\nabla(\mathbf v\cdot\mathbf r)=-i f(r)\,\mathbf r\times\mathbf v .
\]

For \(\mathbf v=\hat x\), the \(z\) component of \(\mathbf r\times\hat x\) is \(-y\), so \(l_zp_x=i\,p_y\). Angular momentum about \(z\) turns \(p_x\) into \(p_y\).

Now multiply by \(p_{\mathbf u}\) and integrate. The angular average of \(r_ir_j\) is \(\delta_{ij}r^2/3\), which replaces \((\mathbf u\cdot\mathbf r)\,\mathbf r\) by \(\mathbf u\,r^2/3\):

\[
\langle p_{\mathbf u}|\xi\,\mathbf l|p_{\mathbf v}\rangle=-i\,(\mathbf u\times\mathbf v)\int \xi f^2\,\frac{r^2}{3}\,d^3r .
\]

Normalisation of the p orbital reads \(\int f^2\,(r^2/3)\,d^3r=1\), so the integral is the radial average \(\zeta=\langle\xi\rangle\), and

\[
\boxed{\langle p_{\mathbf u}|\xi\,\mathbf l|p_{\mathbf v}\rangle=-i\zeta\,\mathbf u\times\mathbf v}
\]

In a planar molecule the π orbitals are made of p functions along the plane normal, which I call \(x\). The p part of a lone pair n lies in the plane. The two are perpendicular, and the cross product has its full size. Two π orbitals have parallel p functions on every atom, and the cross product is zero.

**Q:** Perpendicular and parallel are extremes. What if the molecule is twisted?

**A:** The magnitude is \(\zeta\sin\theta\), with \(\theta\) the angle between the two p functions on the atom. Direct integration gives 0, 0.5 and 1 (in units of \(\hbar\), without the radial factor) at 0, 30 and 90 degrees. Near \(\theta=0\) the element grows linearly. The zero for parallel orbitals is therefore sensitive to any distortion that tilts one p function against the other. Near 90 degrees the element changes only at second order in the deviation, so the large n–π value is robust.

**Q:** Molecular orbitals spread over several atoms, and a lone pair contains s character. Does the atomic result still help?

**A:** Expand both orbitals in atomic functions. On atom \(A\), collect the p coefficients of n in a vector \(\mathbf u_A\) and those of π in \(\mathbf v_A\); these are no longer unit vectors. An s function is unchanged by rotation, so \(\mathbf l\,s=0\), and by hermiticity s contributes nothing on either side. With one p shell per atom, the terms in which both functions and the operator sit on the same atom give

\[
\tfrac12\mathbf h_{{\rm n}\pi}\approx-i\mathbf V,\qquad \mathbf V=\tfrac12\sum_A\zeta_A\,\mathbf u_A\times\mathbf v_A .
\]

For \(\mathbf u_A=(0,u_y,u_z)\) and \(\mathbf v_A=(v_x,0,0)\),

\[
\mathbf u_A\times\mathbf v_A=(0,\;u_zv_x,\;-u_yv_x).
\]

Two conditions become visible. The lone pair must have p character on an atom where the π orbital also has amplitude. A pure s lone pair, or n and π with no atom in common, gives no one-centre coupling even though the type changes.

**Q:** You have dropped every term with functions or operators on different atoms. For ππ\* states the one-centre part is zero, so the dropped terms are everything. How do you know they are small?

**A:** Symmetry removes most of them. Reflection \(x\to-x\) in the molecular plane reverses \(l_y\) and \(l_z\) and preserves \(l_x\). The product of two π functions is even under it, so between π orbitals only \(l_x\) can contribute.

Suppose next that the two \(p_x\) functions and the operator involve at most two distinct centres. Reflect in the plane that contains both centres and the \(x\) direction. The \(p_x\) functions and \(\xi_A\) are unchanged. Angular momentum is an axial vector, so its component lying in the mirror plane, here \(l_{A,x}\), changes sign. The integral equals minus itself and vanishes.

A nonzero ππ element from \(p_x\) functions thus needs three distinct centres: one for each function and a third for the operator. If those three centres lie on a line, the same mirror plane contains them all and this term vanishes as well. A bent arrangement of three atoms permits it.

**Q:** I should like to see that in a molecule, with numbers I can recompute.

**A:** Take planar formamide, whose N–C–O skeleton is bent. The bond lengths are round values (C–O 1.22 Å, C–N 1.36 Å) and all angles are 120°. The C–O bond lies along \(z\). The orbitals come from restricted Hartree–Fock, and the operator is the bare-nucleus one above. Let n be the highest occupied in-plane orbital and n′ the next one; π₂ is the highest occupied π orbital and π₁ the one below it.

In the minimal STO-3G basis each heavy atom has a single p shell:

| Atom | \(\zeta\) (cm⁻¹) | n: \(u_y\) | n: \(u_z\) | π₂: \(v_x\) |
|---|---|---|---|---|
| C | 55.42 | −0.0562 | −0.0406 | −0.2557 |
| O | 165.41 | 0.9174 | 0.0134 | −0.6125 |
| N | 94.22 | 0.2124 | −0.1344 | 0.7625 |

For oxygen,

\[
V_z=-\tfrac12(165.41)(0.9174)(-0.6125)=46.47\ \text{cm}^{-1},
\]
\[
V_y=\tfrac12(165.41)(0.0134)(-0.6125)=-0.68\ \text{cm}^{-1}.
\]

Nitrogen gives \(V_y=-4.83\) and \(V_z=-7.63\), and carbon gives \(0.29\) and \(-0.40\), all in cm⁻¹. The sums are

\[
V_y=0.29-0.68-4.83=-5.22,\qquad V_z=-0.40+46.47-7.63=38.44,
\]
\[
|\mathbf V|=\sqrt{5.22^2+38.44^2}=38.8\ \text{cm}^{-1}.
\]

With the two- and three-centre terms included, the coupling between ¹nπ\* and ³π₂π\* is 39.9 cm⁻¹. The one-centre value is about 3% below this total.

**Q:** Why does nitrogen reduce the result? More atoms should mean more coupling.

**A:** The contributions are signed vectors. The \(p_x\) coefficients of π₂ have opposite signs on O and N, while the \(p_y\) coefficients of n have the same sign. The two \(z\) components therefore oppose each other.

Nitrogen also supplies most of \(V_y\), so the full coupling vector is tilted by 7.8° from the C–O axis. If the spin axis is chosen along C–O, the singlet couples mainly to \(T_0\), because \(T^z=T_0\).

**Q:** And the ππ\* pair?

**A:** Between ¹π₂π\* and ³π₁π\* the hole passes from one π orbital to another. The STO-3G coupling is 0.14 cm⁻¹, and all of it is three-centre; the one- and two-centre parts vanish, as the mirror argument requires. The n–π₂ coupling is larger by a factor of about 290.

**Q:** A minimal basis is crude. Does the picture hold in a better one?

**A:** The pattern holds, while the small coupling falls by more than half across these three bases. Total couplings in cm⁻¹:

| Pair | STO-3G | 6-31G | 6-31G\* |
|---|---|---|---|
| ¹nπ\*, ³π₂π\* | 39.9 | 47.7 | 48.1 |
| ¹π₂π\*, ³π₁π\* | 0.14 | 0.10 | 0.06 |
| ¹nπ\*, ³n′π\* | 55.9 | 71.7 | 70.2 |

The ratio of the first row to the second runs from about 290 through 500 to 780. None of these bases is converged to the digits shown. In triple-zeta bases (6-311G\*\*, def2-TZVP, cc-pVTZ) the three rows become 50–51, 0.057 and 73–74 cm⁻¹, so the large couplings rise by a further 4–6% over 6-31G\* and the ratio is near 880. What can be kept is that the ratio is in the hundreds for this operator and for this molecule held exactly planar.

The rule can also be examined on the particle side. For ¹nπ\* and ³nπ\*′, where π\*′ is the second empty π orbital, the formula leaves \(\tfrac12h^k_{\pi^*\pi^{*\prime}}\), again an element between parallel p functions. In 6-31G it is 0.04 cm⁻¹, all three-centre. Formamide has only one valence π\* orbital, so π\*′ takes its shape from the basis. The value is 0.01 cm⁻¹ in 6-31G\* and scatters between about 0.006 and 0.05 cm⁻¹ in larger bases, so only its smallness is meaningful.

**Q:** The third row disturbs me. Both states there are nπ\*, the type does not change, and yet the coupling exceeds the El-Sayed-allowed one.

**A:** It shows that "weakly otherwise" is too broad. The orbital n′ was chosen only as the next in-plane orbital and need not be a pure lone pair. Two in-plane orbitals n and n′ can have p parts on the same atom that both lie in the plane but are not parallel. Then \(\mathbf u_A\times\mathbf u'_A\) points along \(x\) and is not zero. In STO-3G the one-centre part of this coupling is 51.3 cm⁻¹ out of 55.9.

The criterion is therefore the relative direction of the p functions on each atom. Orbital type stands in for it when the comparison is between one in-plane lone pair and the π orbitals. The one-centre zero holds for ππ\* with ππ\*, and for nπ\* with nπ\*′ when n is the same, provided the π orbitals are built from parallel p functions.

**Q:** Provided they are built from p functions. The last basis has d functions. Do they spoil it?

**A:** They do in principle. The functions \(d_{xz}\) and \(d_{xy}\) both have π symmetry in a planar molecule, and \(l_x\) turns one into the other: \(|\langle d_{xz}|\mathbf l|d_{xy}\rangle|=1\). This opens a one-centre path between π orbitals.

In formamide the d functions only polarise the p orbitals, and the path is weak. In 6-31G\* the one-, two- and three-centre parts of the π₁–π₂ coupling have magnitudes 0.009, 0.001 and 0.072 cm⁻¹. All lie along \(x\), so they add with signs, and the total of 0.062 equals \(0.072-0.009-0.001\). In this basis the first two parts thus oppose the third. The split by centres depends on the basis: in cc-pVTZ the one-centre part is still about 0.01 cm⁻¹ and opposed, but the two-centre part has changed sign. Where π orbitals have large \(d_{xz}\) and \(d_{xy}\) components on a metal atom, this argument no longer gives a reason for weak coupling.

**Q:** May I square the ratio and say that intersystem crossing is \(10^5\) times faster when the type changes?

**A:** No. In the weak-coupling limit the golden rule gives a rate

\[
k=\frac{2\pi}{\hbar}\,|\mathbf V|^2\rho ,
\]

summed over the triplet components, where \(\rho\) is the density of final states weighted by vibrational overlaps. The squared ratio would be the ratio of rates if \(\rho\) were equal for both pairs, and the energy gaps of different pairs generally differ. Moreover, the ππ\* coupling is so small at the planar geometry that an out-of-plane displacement can change it substantially: the \(\sin\theta\) law makes its one-centre part grow linearly with tilt. In 6-31G, wagging the NH₂ hydrogens out of the plane by 2° raises the π₁–π₂ coupling from 0.10 to 0.5 cm⁻¹, and twisting the NH₂ group by 2° about C–N raises it to 2.6 cm⁻¹, while the n–π₂ coupling stays at 47.7 cm⁻¹.

The numbers have further limits. They omit the two-electron spin-orbit terms, by which the other electrons screen the nuclei, as well as configuration mixing and orbital relaxation in the excited states. The first two are not small. In 6-31G a mean-field treatment of the two-electron terms lowers the n–π₂ coupling from 47.7 to about 30 cm⁻¹ and the π₁–π₂ coupling from 0.10 to about 0.04 cm⁻¹. With configuration interaction among single excitations, the lowest ππ\* triplet is 84% π₂π\* and 14% π₁π\*, and its bare-nucleus coupling to the nπ\* singlet is about 65 cm⁻¹ rather than 47.7. A state that is partly nπ\* and partly ππ\* inherits couplings from both parts. The values illustrate the selection rule at this level of theory and are not predictions of measured couplings.

**Q:** With a heavy atom everything is larger. Does the rule then disappear?

**A:** A larger \(\zeta_A\) multiplies \(\mathbf u_A\times\mathbf v_A\), and a zero cross product remains zero. The terms outside this product, from several centres or from d functions, can grow with the nuclear charge, so a weak coupling need not stay equally weak. What can also fail is the description by separate singlets and triplets. It requires \(|\mathbf V|\) to be small compared with the energy gap between the states. Once the two are comparable, the eigenstates are strong mixtures of singlet and triplet, and \(H_{\rm so}\) has to be diagonalised together with the spin-free Hamiltonian. The matrix elements derived here supply its entries between singly excited singlets and triplets. The elements between different triplet configurations, and between the ground state and the triplets, are needed as well. The full set of values for formamide is in the numerical output below.

## Table of computed values

```
Angular momentum elements on one atom (units of hbar)
  <p_y|l_z|p_x> = 1.0000 i
  <p_x|l_z|p_x> = 0.0000 i
  |<p_u|l|p_v>| at 0 degrees = 0.0000
  |<p_u|l|p_v>| at 30 degrees = 0.5000
  |<p_u|l|p_v>| at 90 degrees = 1.0000
  |<d_xz|l|d_xy>| = 1.0000
Many-electron check with random integrals (dimensionless)
  largest error of the coupling formula = 1.1e-16
  largest same-configuration coupling = 0.0e+00
Formamide, RHF, bare-nucleus spin-orbit operator
  C-O 1.22, C-N 1.36, C-H 1.10, N-H 1.01 angstrom; 120 deg
  C: zeta = 55.42 cm^-1; n: p_y -0.0562, p_z -0.0406; pi2: p_x -0.2557; pi1: p_x 0.5396
     share of V: y 0.288, z -0.398 cm^-1
  O: zeta = 165.41 cm^-1; n: p_y 0.9174, p_z 0.0134; pi2: p_x -0.6125; pi1: p_x 0.4149
     share of V: y -0.679, z 46.471 cm^-1
  N: zeta = 94.22 cm^-1; n: p_y 0.2124, p_z -0.1344; pi2: p_x 0.7625; pi1: p_x 0.5657
     share of V: y -4.828, z -7.628 cm^-1
  STO-3G: RHF energy = -166.682431 hartree; |V| in cm^-1:
    1(n pi*)-3(pi2 pi*): total 39.8621; centres 1/2/3: 38.7983 / 1.2743 / 0.2319
    1(pi2 pi*)-3(pi1 pi*): total 0.1380; centres 1/2/3: 0.0000 / 0.0000 / 0.1380
    1(n pi*)-3(n' pi*): total 55.9176; centres 1/2/3: 51.3362 / 4.6594 / 0.0781
    n-pi2 vector to C-O axis = 7.8 degrees
    ratio |V(n-pi2)| / |V(pi1-pi2)| = 288.8
  6-31G: RHF energy = -168.851716 hartree; |V| in cm^-1:
    1(n pi*)-3(pi2 pi*): total 47.6696; centres 1/2/3: 46.1483 / 1.8839 / 0.3158
    1(pi2 pi*)-3(pi1 pi*): total 0.0961; centres 1/2/3: 0.0000 / 0.0000 / 0.0961
    1(n pi*)-3(n' pi*): total 71.6500; centres 1/2/3: 67.8886 / 3.8691 / 0.1077
    1(n pi*)-3(n pi*'): total 0.0396; centres 1/2/3: 0.0000 / 0.0000 / 0.0396
    n-pi2 vector to C-O axis = 9.2 degrees
    ratio |V(n-pi2)| / |V(pi1-pi2)| = 496.0
  6-31G*: RHF energy = -168.924923 hartree; |V| in cm^-1:
    1(n pi*)-3(pi2 pi*): total 48.0895; centres 1/2/3: 46.5402 / 1.8256 / 0.2709
    1(pi2 pi*)-3(pi1 pi*): total 0.0617; centres 1/2/3: 0.0090 / 0.0014 / 0.0721
    1(n pi*)-3(n' pi*): total 70.2233; centres 1/2/3: 66.7232 / 3.6084 / 0.1083
    1(n pi*)-3(n pi*'): total 0.0097; centres 1/2/3: 0.0078 / 0.0324 / 0.0499
    n-pi2 vector to C-O axis = 8.9 degrees
    ratio |V(n-pi2)| / |V(pi1-pi2)| = 779.5
```
